# Why Phase Slips Let a Momentum-Conserving Rotor Chain Conduct Heat Normally

## The puzzle

Take a long row of rotors, each coupled to its neighbours by a torque that depends on their relative angle, and heat one end. No rotor is tied to a frame, so the row conserves its total angular momentum. In one-dimensional chains of masses and springs, momentum conservation usually goes with a conductivity that grows with length. In the simulations below, the rotor chain instead settles to a finite conductivity. The difference lies in what happens to the stretch, the angle between neighbours.

Label the rotors $i=1,\dots,N$ on a ring, with angles $\theta_i$, angular momenta $p_i$, moment of inertia $I$ and spacing $a$. The energy is

$$H=\sum_i\left[\frac{p_i^2}{2I}+V(r_i)\right],\quad V(r)=K(1-\cos r),\quad r_i=\theta_{i+1}-\theta_i .$$

The motion is classical. The algebra uses atomic units, temperature $T$ is an energy, and lengths count sites. Numbers called reduced have $K=I=1$, so reduced time is counted in $\sqrt{I/K}$.

The angle $\theta_i$ enters $r_{i-1}$ with a plus sign and $r_i$ with a minus sign. Hence

$$\dot p_i=-\frac{\partial H}{\partial\theta_i}=V'(r_i)-V'(r_{i-1}).$$

Summed over the ring this gives zero, which is conservation of angular momentum. For the site energy $e_i=p_i^2/2I+V(r_i)$,

$$\dot e_i=\frac{p_i}{I}\left[V'(r_i)-V'(r_{i-1})\right]+V'(r_i)\frac{p_{i+1}-p_i}{I}
=\frac{p_{i+1}}{I}V'(r_i)-\frac{p_i}{I}V'(r_{i-1}).$$

This is $j_i-j_{i+1}$ with the heat current $j_i=-(p_i/I)V'(r_{i-1})$.

## Which stretch is lost

The sum of the $r_i$, followed continuously without wrapping, is conserved trivially. It has no thermodynamic role here, because the energy does not change when one $r_i$ grows by $2\pi$. The stretch that can hold elastic torque is the wrapped one, $w_i=r_i-2\pi n_i$, with the integer $n_i$ chosen so that $-\pi<w_i\le\pi$. On the ring the velocity differences cancel in the sum, and $W=\sum_i w_i$ obeys

$$\dot W=-2\pi\sum_i\dot n_i .$$

So $W$ changes when a bond crosses the top of its potential at $r=\pi$. A single spinning rotor causes two crossings of opposite sign, one on each side, and leaves no lasting change. An uncompensated crossing is a phase slip: it changes $W$ by one full turn, down or up according to the direction of crossing.

## A twisted chain without stiffness

Hold the total twist at $\Phi$ and let the chain reach equilibrium. Slips make all twists that differ by $2\pi$ equivalent, so the partition function contains a periodic delta function, $\delta_{2\pi}(x)=(2\pi)^{-1}\sum_m e^{imx}$. Each bond then contributes

$$\int_{-\pi}^{\pi}dr\,e^{(K/T)\cos r}e^{imr}=2\pi I_m(K/T),$$

where $I_m$ with an index is a modified Bessel function. Since $I_{-m}=I_m$,

$$Z(\Phi)\propto I_0^N+2\sum_{m\ge1}I_m^N\cos m\Phi .$$

The torque is the derivative of the free energy $-T\ln Z$:

$$\tau(\Phi)=2T\,\frac{\sum_{m\ge1}m\,I_m^N\sin m\Phi}{I_0^N+2\sum_{m\ge1}I_m^N\cos m\Phi}\;\approx\;2T\left(\frac{I_1}{I_0}\right)^N\sin\Phi ,$$

the last form for large $N$. Because $I_1<I_0$, the torque dies exponentially with length. At $T=0.7K$ with $K=0.04$ eV and $\Phi=\pi/2$ it is $6.3\times10^{-3}$ eV/rad for 4 bonds, $8.7\times10^{-6}$ for 16 and $3\times10^{-17}$ for 64.

To isolate the role of slips, compare a contrast chain at the same temperature. Its torque is $K\sin r$ for $|r|<\pi/2$ and stays at $\pm K$ beyond, so the bottom of the well is unchanged but there is no top to cross. Under a small applied torque $f$ its bond distribution is proportional to $e^{-(V-fr)/T}$. To first order in $f$ the mean stretch is $\langle r\rangle=f\langle r^2\rangle/T$, so the stiffness is

$$S=\frac{f}{\langle r\rangle}=\frac{T}{\langle r^2\rangle}.$$

For the rotor chain this step fails: $e^{-(V-fr)/T}$ cannot be normalized over unwrapped $r$, and a steady torque makes the chain wind on.

Simulations of 64 rings of 256 sites at $T=0.7K$ measured the stiffness as the slope of the late mean torque against the initial twist. The contrast chain gave 0.554, against 0.553 from $T/\langle r^2\rangle$. The rotor chain gave $-0.003$, which is zero for the present purpose.

## Why a conserved stretch spoils Fourier's law

In the contrast chain, slow long-wave disturbances obey

$$\partial_t r=\frac{\partial_x p}{I},\qquad \partial_t p=S\,\partial_x r .$$

These describe sound of speed $c=\sqrt{S/I}$, here 0.744 sites per reduced time. The mean torque vanishes at zero stretch for every temperature, so energy does not enter these linear equations. Define

$$\phi_\pm=\sqrt S\,r\mp\frac{p}{\sqrt I}.$$

Inserting the equations of motion gives $\partial_t\phi_\pm=\mp c\,\partial_x\phi_\pm$: $\phi_+$ travels right and $\phi_-$ left. Replace the torque in the heat current by its slow part $Sr$. Since $\phi_+^2-\phi_-^2=-4\sqrt{S/I}\,rp$,

$$J_{\rm slow}=-\frac SI\sum_i r_ip_i=\frac c4\sum_i(\phi_+^2-\phi_-^2).$$

This is the sound speed times the energy moving right minus the energy moving left.

In equilibrium $\langle\phi_\pm^2\rangle=S\langle r^2\rangle+T=2T$, and the two fields are uncorrelated because $S\langle r^2\rangle-T=0$. Let $g(x,t)$ be the sound peak in its moving frame, with unit area and width $\ell(t)$. Treating the fields as Gaussian at different times, which is the mode-coupling approximation, gives $\langle\phi^2\phi^2\rangle-\langle\phi^2\rangle^2=2(2Tg)^2$ for each direction. With two directions,

$$\frac{\langle J_{\rm slow}(t)J_{\rm slow}(0)\rangle}{N}=\frac{c^2}{16}\cdot2\cdot 8T^2\int g^2dx=c^2T^2\int g^2dx\sim\frac{c^2T^2}{\ell(t)} .$$

The Green–Kubo formula for the conductivity is

$$\kappa=\frac{1}{NT^2}\int_0^\infty\langle J(t)J(0)\rangle\,dt .$$

The slow part therefore contributes about $c^2\int dt/\ell(t)$. Ordinary damping, $\ell\propto\sqrt t$, makes this grow as $\sqrt t$. If the peak broadens no faster than it travels, $\ell$ grows at most like $t$ and the integral still diverges, at least logarithmically. A finite chain stops the growth at a time proportional to its length, so its conductivity depends on length.

Zero mean torque is thus not what makes the rotor chain normal, for the contrast chain has it too. What matters is whether a change of conserved stretch changes the torque.

## What remains when slips act

The rotor chain has two relevant conserved fields, energy and angular momentum. Its equilibrium states, including rotating ones, have weight $\exp[-(H-\Omega\sum_i p_i)/T]$. Momenta and wrapped stretches are independent in this weight, and $V'$ is odd while the stretch distribution is even. Therefore

$$\langle V'\rangle=0,\qquad \langle j\rangle=-\frac{\langle p\rangle}{I}\langle V'\rangle=0 .$$

Both mean currents vanish for every temperature and rotation rate. So do their first derivatives with respect to the conserved densities, which would give sound, and their second derivatives, which would give the slow products found above. Currents then start with gradients. Reversing all angles and momenta changes the sign of the momentum density and its current but not of the energy density and its current, so at zero mean rotation the two gradients do not mix at linear order. Each field diffuses:

$$D_E=\frac{\kappa}{c_v},\qquad D_p=\frac{1}{NTI}\int_0^\infty\langle F(t)F(0)\rangle\,dt,\qquad F=\sum_iV'(r_i),$$

with $c_v$ the heat capacity per rotor. This argument removes the known cause of divergence. It does not prove that the remaining integrals converge; for that the evidence here is numerical, at one temperature and over a finite time.

The simulation uses the symmetric current $-\sum_iV'(r_i)(p_i+p_{i+1})/2I$. It differs from $J=\sum_ij_i$ by half the time derivative of the total potential energy, which does not change the integral to infinite time. The running Green–Kubo integrals at $T=0.7K$, in reduced units, are:

| Upper time | Rotor chain | Contrast chain |
|---|---|---|
| 10 | 1.14 ± 0.02 | 2.5 ± 0.1 |
| 40 | 1.66 ± 0.05 | 7.3 ± 0.3 |
| 80 | 1.72 ± 0.08 | 10.9 ± 0.6 |
| 150 | 1.67 ± 0.12 | 14.4 ± 1.0 |

Errors are standard errors over the 64 rings. Between times 40 and 150 the rotor chain gains $0.00\pm0.09$ and the contrast chain $7.2\pm0.8$. The window is too short to fix the growth law of the contrast chain. It ends at 150 because two sound fronts then cover $2\times0.744\times150\approx223$ sites, still fewer than the 256 of the ring.

## Seeing the diffusion directly

Diffusion can also be read from the decay of a thermal wave 128 sites long, with $k=0.0491$ per site. The integrals up to time 80, with $c_v=1.033$, give $D_E=1.67$ and $D_p=1.16$. At time 120 the law $e^{-D_pk^2t}$ predicts a momentum correlation of 0.714, and the simulation shows 0.735. In the contrast chain the same wave swings to $-0.98$, as sound should near its half period $\pi/(ck)\approx86$.

The energy wave lies slightly above its law: 0.889 against 0.852 at time 40, and 0.652 against 0.618 at time 120. The offset arises early, because the current needs time to build up. For the normalized correlation $C_k(t)$, energy conservation at small $k$ gives $\ddot C_k=-k^2\langle J(t)J(0)\rangle/(NT^2c_v)$. One integration gives $\dot C_k=-k^2\kappa(t)/c_v$ while $C_k$ is near one, where $\kappa(t)$ is the running integral. Letting the same rate act on the remaining amplitude gives

$$C_k(t)\approx\exp\left[-\frac{k^2}{c_v}\int_0^t\kappa(s)\,ds\right].$$

The running values 0, 1.14, 1.46 and 1.66 at times 0, 10, 20 and 40 give, by trapezoids, $5.7+13.0+31.2=49.9$. The exponent is $0.00241\times49.9/1.033=0.116$, so $C_k(40)\approx0.89$, close to the simulated 0.889. Such coarse trapezoids cut below a curve that bends downward, so the estimate is good only to about 0.01.

## How cold chains imitate anomalous ones

The crossing rate of one bond, counting both directions, is its mean speed times its probability density at the top. The relative velocity $(p_{i+1}-p_i)/I$ is Gaussian with variance $2T/I$, so its mean magnitude is $\sqrt{2/\pi}\sqrt{2T/I}=2\sqrt{T/\pi I}$. The density is $\rho(\pi)=e^{-K/T}/[2\pi I_0(K/T)]$. The product is

$$\nu=\sqrt{\frac{T}{\pi I}}\;\frac{e^{-K/T}}{\pi I_0(K/T)}\;\longrightarrow\;\frac{\sqrt2}{\pi}\sqrt{\frac KI}\,e^{-2K/T}\quad(T\ll K),$$

where the limit uses $I_0(z)\approx e^z/\sqrt{2\pi z}$. The exponent is minus the barrier height $2K$ divided by $T$. Counting crossings in the simulation gave 0.0226 at $T=0.7K$, against 0.0228 from the formula, and $5.7\times10^{-4}$ at $T=0.3K$, against $5.5\times10^{-4}$.

While slips are rare, torque follows the wrapped stretch, $F\approx bW$. The best linear coefficient is $b=\langle V'w\rangle/\langle w^2\rangle$. Integration by parts gives

$$\langle V'w\rangle=-T\big[w\rho(w)\big]_{-\pi}^{\pi}+T=T\left[1-2\pi\rho(\pi)\right],$$

where the subtracted term comes from the barrier top. At $T=0.3K$ this predicts $b=0.79$; the slow torque and stretch correlations give 0.82.

Let slips relax the stretch at a single rate $\gamma$, a simplification:

$$\partial_t w=\frac{\partial_xp}{I}-\gamma w,\qquad\partial_tp=b\,\partial_xw .$$

A wave $e^{ikx+\lambda t}$ requires $\lambda(\lambda+\gamma)=-c^2k^2$ with $c^2=b/I$, so

$$\lambda=-\frac\gamma2\pm\sqrt{\frac{\gamma^2}{4}-c^2k^2}.$$

Waves shorter than $L^*=4\pi c/\gamma$ oscillate as damped sound. Much longer ones diffuse, with $D_p=c^2/\gamma$. At $T=0.3K$ the correlation of $W$ falls to 0.54 at time 30, so $\gamma\approx0.020$. The decay is not a single exponential: the values 0.79 at time 10 and 0.10 at time 150 correspond to rates 0.023 and 0.016. With $c\approx0.9$, $L^*$ is roughly 600 sites, or 500 to 700 over that range of rates. At $T=0.7K$ the correlation is already zero within noise at time 10.

The rate $\gamma$ can be estimated from $\nu$. If crossings were independent steps of $\pm2\pi$, then $\langle(\Delta W)^2\rangle=(2\pi)^2N\nu t$ at short times. A relaxing variable of variance $N\langle w^2\rangle$ has $\langle(\Delta W)^2\rangle=2N\langle w^2\rangle\gamma t$. Equating them,

$$\gamma\approx\frac{2\pi^2\nu}{\langle w^2\rangle}.$$

At $T=0.3K$, $\langle w^2\rangle\approx0.3/0.79=0.38$ gives $\gamma\approx0.029$, somewhat above the observed 0.020. Compensated crossings are a likely reason, though this was not isolated. At $T=0.1K$, with $\langle w^2\rangle\approx T/K$ and $c\approx1$, the same estimate gives $L^*$ of order $10^8$ sites. A simulation of any ordinary size would then show a chain that seems to conserve its stretch.

## Size of the effect, and real rotors

Take $K=0.04$ eV, $\hbar^2/2I=2\times10^{-5}$ eV, $a=5$ Å and $k_BT=0.028$ eV, about 325 K. The basic quantum is $\hbar\sqrt{K/I}=\sqrt{2(2\times10^{-5})(0.04)}=1.26\times10^{-3}$ eV, so $\omega=\sqrt{K/I}=1.92$ rad/ps. Restoring units, one chain has

$$\kappa_{\rm chain}=k_B\,\omega\,a\,\kappa=(8.62\times10^{-5})(1.92)(5)(1.72)\approx1.4\times10^{-3}\ \text{eV Å/(ps K)}.$$

With one chain per 25 Å$^2$ this would be 0.09 W/(m K). A phenyl-sized group that turns freely needs more room, about 40 Å$^2$, which lowers the value to about 0.06 W/(m K). The energy diffusivity is $D_E\omega a^2\approx80$ Å$^2$/ps. For a harmonic chain with these constants, the leading quantum correction lowers the heat capacity by a fraction $(2\hbar\omega/k_BT)^2/24\approx3\times10^{-4}$, so classical motion is a good approximation here.

The inertia is roughly that of a phenyl-sized group turning about its axis. The cosine coupling is the form for neighbouring electric dipoles perpendicular to the chain, after shifting alternate angles by $\pi$. Two point dipoles of 2 debye at 5 Å give about 0.02 eV in vacuum, and about 0.008 eV if screened by a dielectric constant of 2.5. The chosen $K$ is therefore strong: at 325 K such dipoles would have $T/K$ between about 1.4 and 3.5, not the 0.7 simulated here. Second neighbours, left out of the model, couple one eighth as strongly and with the opposite sign after the shift. Real rotors in solids also feel a barrier from their surroundings, which breaks angular-momentum conservation. Dipoles on adjacent chains do the same: at similar distances they couple about as strongly as neighbours along the chain, and their energy changes when both turn together. These effects on $\kappa$ were not computed, so the figures above add up isolated chains and do not predict the conductivity of a dense solid. The surrounding frame conducts as well. If it carried about 0.2 W/(m K), a rough figure for ordinary polymers, and acted in parallel, the total would be roughly three to five times the rotor value, depending on the packing.

## What to do in practice

Momentum conservation alone should not decide how a one-dimensional conductivity is extrapolated. First ask whether a fixed twist or strain per site leaves a torque or force in a long one-dimensional sample. If it does, and momentum is conserved, expect length dependence. If slips release it, measure the memory of the wrapped stretch and estimate $L^*$. In the single-rate model this length separates oscillating from diffusing momentum waves. Just below it the damping is nearly critical, so clear oscillation appears only for waves well short of $L^*$. It is a guide to the scale on which slips matter, not a sharp threshold for the conductivity. A growing conductivity in a cold chain shorter than $L^*$ does not show that growth continues. When simulating rings, stop the Green–Kubo integral before signals meet around the ring. The values behind these estimates are in the numerical output below.

## Numbers as computed

```
coupling K = 0.040 eV, hbar^2/2I = 2.0e-05 eV
spacing a = 5.0 angstrom, area per chain = 25 angstrom^2
kT = 0.0280 eV, temperature = 324.9 K, kT/K = 0.7
frequency sqrt(K/I) = 1.9217 rad/ps, quantum = 1.265e-03 eV
quantum correction (2 hbar w/kT)^2/24 = 3.40e-04
ring: 256 sites, 64 rings, reduced time 2400, step 0.125
largest drift: momentum 2.4e-04, energy (relative) 1.5e-03
contrast chain: largest drift of total stretch 1.9e-04 rad
torque at twist pi/2, 4 bonds = 6.265e-03 eV/rad
torque at twist pi/2, 16 bonds = 8.684e-06 eV/rad
torque at twist pi/2, 64 bonds = 3.238e-17 eV/rad
stiffness, rotor chain (reduced) = -0.0030
stiffness, contrast chain: dynamics 0.5536, T/<r^2> 0.5533
contrast chain sound speed = 0.744 sites per reduced time
crossings per bond, kT/K=0.7: dynamics 0.02258, formula 0.02280 (reduced)
crossings per bond, kT/K=0.3: dynamics 5.69e-04, formula 5.47e-04 (reduced)
kT/K=0.7: crossing rate 4.382e-02 /ps, a*sqrt(K/I)/rate = 2.193e+02 angstrom
kT/K=0.3: crossing rate 1.051e-03 /ps, a*sqrt(K/I)/rate = 9.145e+03 angstrom
kT/K=0.1: crossing rate 1.760e-09 /ps, a*sqrt(K/I)/rate = 5.460e+09 angstrom
memory of W at reduced time 10: warm -0.006, cold 0.792
memory of W at reduced time 30: warm -0.006, cold 0.541
memory of W at reduced time 150: warm 0.003, cold 0.097
cold torque per wrapped stretch: dynamics 0.816, formula 0.789 (reduced)
kappa to time 10: rotor 1.14 +- 0.02, contrast 2.52 +- 0.08 (reduced)
kappa to time 20: rotor 1.46 +- 0.03, contrast 4.43 +- 0.15 (reduced)
kappa to time 40: rotor 1.66 +- 0.05, contrast 7.25 +- 0.30 (reduced)
kappa to time 80: rotor 1.72 +- 0.08, contrast 10.86 +- 0.58 (reduced)
kappa to time 150: rotor 1.67 +- 0.12, contrast 14.41 +- 1.04 (reduced)
kappa gained from time 40 to 150, rotor = 0.00 +- 0.09
kappa gained from time 40 to 150, contrast = 7.16 +- 0.76
heat capacity per rotor = 1.0334 k_B
reduced diffusivities: energy 1.666, momentum 1.163
test wave: wavelength 128 sites, k = 0.0491 per site
time 40: energy wave 0.889 (law 0.852), momentum wave 0.895 (law 0.894)
time 80: energy wave 0.763 (law 0.725), momentum wave 0.809 (law 0.799)
time 120: energy wave 0.652 (law 0.618), momentum wave 0.735 (law 0.714)
largest gap from diffusion law: energy 0.038, momentum 0.021
lowest momentum-wave correlation: rotor 0.735, contrast -0.981
conductivity of one chain = 1.43e-03 eV angstrom/(ps K)
conductivity of the bundle = 0.091 W/(m K)
energy diffusivity = 80.0 angstrom^2/ps
momentum diffusivity = 55.9 angstrom^2/ps
```
